**Logarithmic roughening and saturation in linear Edwards-Wilkinson growth**

For a flat start on a periodic square lattice, the height variance is $w^2\simeq(D/4\pi\nu)[\ln(64\nu t/a^2)+\gamma]$ when $1\ll\nu t/a^2\ll N^2$. Here $D$ is the noise strength, $\nu$ the smoothing coefficient, $a$ the lattice spacing, $N$ the number of sites per side and $\gamma$ Euler's constant. The program asserts that the mode sum agrees with a real-space covariance equation on a small lattice. It also asserts the time integral of the infinite-lattice kernel, the pieces of the additive constant, the finite-size corrections, the plateau and the final approach to it, using quadrature or direct sums. A Monte Carlo run with Poisson arrivals must agree with the mode sum within four standard errors plus an estimated time-step bias. For the model parameters used, the output shows a slope of 0.398 Å² per unit of $\ln t$, a saturated width of 2.158 Å and a crossover near 5306 s. At the earlier Monte Carlo time the variance lies nearly four standard errors above the mode sum, and the estimated time-step bias accounts for most of that excess.

## Check in Python

```python
"""
Linear Edwards-Wilkinson growth on a periodic square lattice, flat start:
  dh_i/dt = (nu/a^2) sum_nn (h_j - h_i) + noise_i,
  <noise_i(t) noise_j(t')> = (2 D/a^2) delta_ij delta(t-t').
Result under test, for 1 << tau << N^2 with tau = nu t/a^2:
  w^2 = D/(4 pi nu) * [ln(64 tau) + gamma],
followed by saturation at D/(4 pi nu) * [2 ln N + C_s].
w^2: mean spatial variance about the instantaneous mean height;
a: lattice spacing; N: sites per side; nu: smoothing coefficient;
D: noise strength; F: arrivals per site and second; b: height per arrival;
gamma: Euler's constant. Lengths in angstrom, times in seconds.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.special import ive, exp1

a, b, F, nu, N = 3.0, 2.0, 0.5, 1.8, 256
D = F * b**2 * a**2 / 2
ratio = D / nu
slope = ratio / (4 * np.pi)
gamma = np.euler_gamma
bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom


def lattice_eigenvalues(n):
    """Nonzero eigenvalues of minus the dimensionless lattice Laplacian."""
    c = 2 - 2 * np.cos(2 * np.pi * np.arange(n) / n)
    return (c[:, None] + c[None, :]).ravel()[1:]


def mode_variance(tau, n):
    """Variance divided by D/nu from the explicit mode sum."""
    lam = lattice_eigenvalues(n)
    return np.sum(-np.expm1(-2 * lam * tau) / lam) / n**2


def infinite_variance(tau):
    """Infinite-lattice variance divided by D/nu, by quadrature."""
    def integrand(x):
        s = np.expm1(x)
        return 2 * ive(0, 4 * s)**2 * np.exp(x)
    return quad(integrand, 0, np.log1p(tau), epsabs=1e-12,
                epsrel=1e-11, limit=300)[0]


# Mode sum against the real-space covariance equation on a small lattice.
n_small = 6
sites = n_small**2
laplacian = np.zeros((sites, sites))
for x in range(n_small):
    for y in range(n_small):
        i = x * n_small + y
        laplacian[i, i] -= 4
        for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
            j = ((x + dx) % n_small) * n_small + (y + dy) % n_small
            laplacian[i, j] += 1
drift = nu / a**2 * laplacian


def covariance_rate(t, flat):
    cov = flat.reshape(sites, sites)
    return (drift @ cov + cov @ drift.T
            + 2 * D / a**2 * np.eye(sites)).ravel()


t_small = 4.0
solution = solve_ivp(covariance_rate, (0, t_small), np.zeros(sites**2),
                     rtol=1e-9, atol=1e-11)
cov = solution.y[:, -1].reshape(sites, sites)
w2_cov = np.trace(cov) / sites - cov.sum() / sites**2
w2_modes = ratio * mode_variance(nu * t_small / a**2, n_small)
assert abs(w2_cov - w2_modes) < 1e-6 * w2_modes

# Infinite-lattice kernel, with the uniform mode restored in the finite sum.
tau_k = 50.0
restored = mode_variance(tau_k, 128) + 2 * tau_k / 128**2
assert abs(restored - infinite_variance(tau_k)) < 1e-8

# Early random deposition and late logarithm with its first correction.
early = infinite_variance(1e-3)
assert abs(early / 2e-3 - (1 - 4e-3)) < 1e-4
for tau in (100.0, 1000.0):
    bracket = 4 * np.pi * infinite_variance(tau)
    assert abs(bracket - np.log(64 * tau) - gamma + 1 / (16 * tau)) < 1e-5

# The pieces that make up the additive constant.
delta, tau_d = 0.01, 1e6
inside = quad(lambda x: -np.expm1(-2 * tau_d * np.exp(2 * x)),
              np.log(delta) - 25, np.log(delta), limit=300)[0]
assert abs(inside - 0.5 * (np.log(2 * tau_d * delta**2) + gamma)) < 1e-7


def q_y_integral(qx):
    return quad(lambda qy: 1 / (4 - 2 * np.cos(qx) - 2 * np.cos(qy)),
                0, np.pi)[0] / np.pi


for qx in (0.5, 1.3, 2.8):
    s = np.sin(qx / 2)
    assert abs(q_y_integral(qx) - 1 / (4 * s * np.sqrt(1 + s**2))) < 1e-8


def strip_integrand(x):
    u = np.exp(x)
    return u / (np.sin(u) * np.sqrt(1 + np.sin(u)**2))


strip = quad(strip_integrand, np.log(delta / 2), np.log(np.pi / 2))[0]
c1 = np.cos(delta / 2)
assert abs(strip - np.arctanh(c1 / np.sqrt(2 - c1**2))) < 1e-7
assert abs(strip - (1.5 * np.log(2) - np.log(delta))) < 1e-4
angle = 4 * quad(lambda p: -np.log(np.sin(p)), 0, np.pi / 2)[0]
assert abs(angle - 2 * np.pi * np.log(2)) < 1e-7

# Finite-size terms during growth: uniform mode and four nearest images.
tau_f = N**2 / 32
growth_bracket = 4 * np.pi * mode_variance(tau_f, N)
without_images = (np.log(64 * tau_f) + gamma - 1 / (16 * tau_f)
                  - 8 * np.pi * tau_f / N**2)
image_term = 4 * exp1(N**2 / (8 * tau_f))
assert abs(growth_bracket - without_images - image_term) < 4e-4
assert abs(growth_bracket - without_images) > 1e-2


# Saturation constant from the theta-function integral.
def theta(y):
    return np.sum(np.exp(-np.pi * np.arange(-10, 11)**2 * y))


theta_part = quad(lambda y: (theta(y)**2 - 1) * (1 + 1 / y), 1, 15)[0]
C_s = np.log(8 / np.pi) + gamma - 1 + theta_part
sat_sums = {}
for n in (64, 128, N):
    sat_sums[n] = np.sum(1 / lattice_eigenvalues(n)) / n**2
    assert abs(4 * np.pi * sat_sums[n] - 2 * np.log(n) - C_s) < 5 / n**2
w2_sat = ratio * sat_sums[N]
w2_sat_formula = slope * (2 * np.log(N) + C_s)

# Final approach to the plateau.
tau_late = 0.1 * N**2
gap = sat_sums[N] - mode_variance(tau_late, N)
gap_formula = np.exp(-8 * np.pi**2 * tau_late / N**2) / np.pi**2
assert abs(gap / gap_formula - 1) < 2e-3


# Local logarithmic slope divided by D/(4 pi nu), by finite differences.
def local_slope(tau):
    step = 0.01
    return 4 * np.pi * (mode_variance(tau * np.exp(step), N)
                        - mode_variance(tau * np.exp(-step), N)) / (2 * step)


for tau in (10.0, 100.0):
    expected = 1 + 1 / (16 * tau) - 8 * np.pi * tau / N**2
    assert abs(local_slope(tau) - expected) < 5e-4

# Lattice Monte Carlo: Poisson arrivals and real-space linear smoothing.
rng = np.random.default_rng(12345)
n_mc, replicas, d_tau = 64, 24, 0.02
dt = d_tau * a**2 / nu
height = np.zeros((replicas, n_mc, n_mc))
monte_carlo = []
for step in range(1, 1001):
    neighbours = (np.roll(height, 1, 1) + np.roll(height, -1, 1)
                  + np.roll(height, 1, 2) + np.roll(height, -1, 2))
    height = height + d_tau * (neighbours - 4 * height)
    height += b * rng.poisson(F * dt, height.shape)
    if step in (100, 1000):
        samples = height.var(axis=(1, 2))
        error = samples.std(ddof=1) / np.sqrt(replicas)
        tau = step * d_tau
        exact = ratio * mode_variance(tau, n_mc)
        monte_carlo.append((tau, samples.mean(), error, exact))
# Explicit time stepping shifts the variance by about (D/nu) d_tau/2.
time_bias = ratio * d_tau / 2
for tau, mean, error, exact in monte_carlo:
    assert abs(mean - exact) < 4 * error + time_bias
rise = monte_carlo[1][1] - monte_carlo[0][1]
assert rise > 4 * np.hypot(monte_carlo[0][2], monte_carlo[1][2])

tau_cross = N**2 * np.exp(C_s - gamma) / 64
t_cross = tau_cross * a**2 / nu

print(f"lattice spacing a = {a:.1f} angstrom")
print(f"height per arrival b = {b:.1f} angstrom")
print(f"arrival rate F = {F:.2f} per site per s")
print(f"smoothing coefficient nu = {nu:.2f} angstrom^2/s")
print(f"sites per side N = {N}")
print(f"side length L = {N * a:.1f} angstrom")
print(f"noise strength D = {D:.3f} angstrom^4/s")
print(f"D/nu = {ratio:.3f} angstrom^2")
print(f"time unit a^2/nu = {a**2 / nu:.3f} s")
print(f"slope per unit ln t = {slope:.5f} angstrom^2")
print(f"slope per unit ln t = {slope / bohr**2:.5f} bohr^2")
print(f"rise per decade = {slope * np.log(10):.5f} angstrom^2")
print(f"growth constant gamma + ln 64 = {gamma + np.log(64):.6f}")
print("t (s); tau; w^2 sum; w^2 log law (angstrom^2); slope ratio")
for tau in (1.0, 10.0, 100.0, 1000.0, 10000.0):
    w2 = ratio * mode_variance(tau, N)
    law = slope * (np.log(64 * tau) + gamma)
    print(f"{tau * a**2 / nu:.0f}; {tau:.0f}; {w2:.5f}; {law:.5f}; "
          f"{local_slope(tau):.5f}")
print(f"theta integral = {theta_part:.6f}")
print(f"saturation constant C_s = {C_s:.6f}")
print(f"saturated w^2, direct sum = {w2_sat:.5f} angstrom^2")
print(f"saturated w^2, formula = {w2_sat_formula:.5f} angstrom^2")
print(f"saturated width w = {np.sqrt(w2_sat):.4f} angstrom")
print(f"saturated width w = {np.sqrt(w2_sat) / bohr:.4f} bohr")
print(f"crossover tau = {tau_cross:.2f}")
print(f"crossover time = {t_cross:.1f} s")
print(f"mean film height at crossover = {F * b * t_cross:.1f} angstrom")
w2_cross = ratio * mode_variance(tau_cross, N)
print(f"w^2 at crossover = {w2_cross:.5f} angstrom^2")
print(f"finite-size test tau = {tau_f:.0f}")
print(f"bracket from sum there = {growth_bracket:.5f}")
print(f"bracket without images = {without_images:.5f}")
print(f"image term = {image_term:.5f}")
print(f"Monte Carlo: N = {n_mc}, replicas = {replicas}")
print(f"Monte Carlo step in tau = {d_tau:.3f}")
print(f"Monte Carlo time-step bias = {time_bias:.3f} angstrom^2")
print("tau; Monte Carlo w^2; standard error; mode sum (angstrom^2)")
for tau, mean, error, exact in monte_carlo:
    print(f"{tau:.0f}; {mean:.4f}; {error:.4f}; {exact:.4f}")
print("all assertions hold")
```

Printed output:

```
lattice spacing a = 3.0 angstrom
height per arrival b = 2.0 angstrom
arrival rate F = 0.50 per site per s
smoothing coefficient nu = 1.80 angstrom^2/s
sites per side N = 256
side length L = 768.0 angstrom
noise strength D = 9.000 angstrom^4/s
D/nu = 5.000 angstrom^2
time unit a^2/nu = 5.000 s
slope per unit ln t = 0.39789 angstrom^2
slope per unit ln t = 1.42088 bohr^2
rise per decade = 0.91617 angstrom^2
growth constant gamma + ln 64 = 4.736099
t (s); tau; w^2 sum; w^2 log law (angstrom^2); slope ratio
5; 1; 1.85695; 1.88443; 1.07655
50; 10; 2.79657; 2.80060; 1.00252
500; 100; 3.70127; 3.71677; 0.96228
5000; 1000; 4.48038; 4.63294; 0.61767
50000; 10000; 4.65653; 5.54911; 0.00009
theta integral = 0.100880
saturation constant C_s = 0.612807
saturated w^2, direct sum = 4.65654 angstrom^2
saturated w^2, formula = 4.65654 angstrom^2
saturated width w = 2.1579 angstrom
saturated width w = 4.0778 bohr
crossover tau = 1061.10
crossover time = 5305.5 s
mean film height at crossover = 5305.5 angstrom
w^2 at crossover = 4.49469 angstrom^2
finite-size test tau = 2048
bracket from sum there = 11.59056
bracket without images = 11.57529
image term = 0.01512
Monte Carlo: N = 64, replicas = 24
Monte Carlo step in tau = 0.020
Monte Carlo time-step bias = 0.050 angstrom^2
tau; Monte Carlo w^2; standard error; mode sum (angstrom^2)
2; 2.2121; 0.0187; 2.1424
20; 3.0173; 0.0586; 3.0263
all assertions hold
```
